# How Thick Must an Oxide Be Before Thermionic Supply Beats Tunnelling?

**Question.** A metal is covered by a thin oxide that presents its electrons with a flat rectangular barrier 1 eV high. Electrons can reach the outer surface, where oxygen takes them up, by tunnelling through the oxide or by thermal excitation over it. At 300 K, at what thickness does the second route overtake the first? How does that thickness scale, and how far can it be trusted for a real growing oxide?

**Answer.**

## What is being compared

Let \(\phi\) be the barrier height above the Fermi level, \(d\) the oxide thickness, \(m\) the free-electron mass and \(T\) the temperature. "Zero field" means that the barrier top is level across the oxide. In equilibrium equal numbers of electrons cross each way and the net current is zero, so the quantities compared are one-way supplies from the metal outward.

The simplest estimate keeps the exponential factors alone. The thermal factor is \(e^{-\phi/kT}\), and thickness does not enter it. The tunnelling factor falls steeply with thickness and, at the Fermi level, does not depend on temperature. The two must therefore cross once.

## The tunnelling factor

Treat the metal as a free-electron band. Let \(E\) be the energy of motion normal to the oxide, measured from the band bottom, and let \(V\) be the barrier top on the same scale. With the same mass everywhere and smooth faces, motion along the faces is unchanged and drops out. For simplicity the far side is given the same band as the metal. Define

\[
k=\frac{\sqrt{2mE}}{\hbar},\qquad \kappa_E=\frac{\sqrt{2m(V-E)}}{\hbar}.
\]

Take a transmitted wave of unit amplitude, so that \(\psi=1\) and \(\psi'=ik\) at the outer face \(x=d\). Inside the barrier \(\psi''=\kappa_E^2\psi\). Following this solution back to \(x=0\) gives

\[
\psi(0)=\cosh\kappa_E d-\frac{ik}{\kappa_E}\sinh\kappa_E d,
\]
\[
\psi'(0)=ik\cosh\kappa_E d-\kappa_E\sinh\kappa_E d .
\]

In the metal the wave is \(ae^{ikx}+be^{-ikx}\), so the incident amplitude is

\[
a=\tfrac12\left[\psi(0)+\frac{\psi'(0)}{ik}\right]
=\cosh\kappa_E d+\frac i2\left(\frac{\kappa_E}{k}-\frac{k}{\kappa_E}\right)\sinh\kappa_E d .
\]

The transmission is \(\mathcal T=1/|a|^2\). Using \(\cosh^2=1+\sinh^2\) and \(1+\frac14(\kappa_E/k-k/\kappa_E)^2=\frac14(\kappa_E/k+k/\kappa_E)^2\),

\[
\mathcal T=\left[1+\frac{V^2\sinh^2\kappa_E d}{4E(V-E)}\right]^{-1}.
\]

For \(\kappa_E d\gg1\), \(\sinh^2\kappa_E d\) becomes \(e^{2\kappa_E d}/4\), and

\[
\mathcal T\simeq\frac{16E(V-E)}{V^2}\,e^{-2\kappa_E d}.
\]

At the Fermi level \(V-E=\phi\). The exponential factor is then \(e^{-2\kappa d}\) with \(\kappa=\sqrt{2m\phi}/\hbar\). The factor 2 appears because probability is the square of amplitude.

## The crossover of the exponents

Equating the two exponents,

\[
2\kappa d_*=\frac{\phi}{kT},
\]

and inserting \(\kappa\) gives

\[
d_*=\frac{\hbar\phi}{2kT\sqrt{2m\phi}}
=\frac{\hbar}{2kT}\sqrt{\frac{\phi}{2m}} .
\]

For 1 eV and 300 K, \(kT=0.025852\) eV, so \(\phi/kT=38.68\). The decay constant is \(\kappa=5.123\ \mathrm{nm^{-1}}\), and

\[
d_*=\frac{38.68}{10.246\ \mathrm{nm^{-1}}}=3.78\ \mathrm{nm}.
\]

This is the asked estimate, about 3.8 nm. The common factor is \(1.59\times10^{-17}\).

The change of regime is abrupt in thickness. At 3 nm the tunnelling factor is \(4.5\times10^{-14}\), about 2800 times the thermal one. At 4 nm it is \(1.6\times10^{-18}\), ten times smaller than the thermal one. At 5 nm it is \(5.6\times10^{-23}\), smaller by a factor of nearly 300,000.

## How it scales

The formula gives \(d_*\propto\sqrt\phi/(T\sqrt m)\). Raising the barrier increases the thermal exponent in proportion to \(\phi\), but the tunnelling exponent only as \(\sqrt\phi\). A higher barrier therefore hurts the thermal route more and moves the crossover outward. For small changes,

\[
\frac{\delta d_*}{d_*}=\frac12\frac{\delta\phi}{\phi}-\frac{\delta T}{T}-\frac12\frac{\delta m}{m}.
\]

With the temperature held at 300 K, a 0.5 eV barrier gives 2.67 nm and a 2 eV barrier 5.34 nm. With the barrier held at 1 eV, heating to 600 K halves the crossover to 1.89 nm. As \(T\to0\) it moves to infinity. The estimate needs \(\phi/kT\gg1\), because otherwise the exponents do not dominate the factors in front of them.

## Why intermediate energies do not spoil the comparison

An electron could also be excited part of the way and tunnel through the remaining barrier. Let its energy above the Fermi level be \(x\phi\), with \(0\le x\le1\), and write \(\Lambda=\phi/kT\). The combined exponent, thermal cost plus tunnelling cost, is

\[
g(x)=\Lambda\left[x+\frac d{d_*}\sqrt{1-x}\right],
\]

since \(2\kappa d=\Lambda d/d_*\). At \(d=d_*\) its derivative vanishes when

\[
1-\frac1{2\sqrt{1-x}}=0,\qquad x=\frac34 .
\]

There \(g=5\Lambda/4\), whereas both ends have \(g=\Lambda\). The point is a maximum of the cost. Electrons at three quarters of the barrier height are suppressed by a further \(e^{-\Lambda/4}=e^{-9.67}\), or \(6.3\times10^{-5}\). The supply thus consists of two separate streams, one near the Fermi level and one near the barrier top.

For other thicknesses the costliest energy satisfies \(\sqrt{1-x}=d/(2d_*)\). It lies inside the barrier for \(d<2d_*\). Beyond \(2d_*\) the cost falls all the way from the Fermi level to the top, and the separate Fermi-level stream no longer exists. This bound comes from the exponent alone; with the Fermi supply function derived below, the peak has already gone at about \(1.9d_*\) for the present barrier.

## What the prefactors do

The number of electrons crossing unit area per unit time is

\[
N=\frac{2}{(2\pi)^3}\int v_x f\,\mathcal T\,d^3k ,
\]

where 2 counts spin, \(v_x\) is the outward velocity and \(f\) is the Fermi occupation. Since \(v_x\,dk_x=dE/\hbar\), and \(d^2k_\perp=2\pi m\,dE_\perp/\hbar^2\) after the angular integration,

\[
N=\frac{m}{2\pi^2\hbar^3}\int dE\,\mathcal T(E)\int_0^\infty dE_\perp\,f .
\]

Let \(n\) be the normal energy measured from the Fermi level in units of \(kT\). The inner integral is

\[
\int_0^\infty\frac{dE_\perp}{1+e^{\,n+E_\perp/kT}}=kT\ln(1+e^{-n}),
\]

and therefore

\[
N=N_0\int dn\,\ln(1+e^{-n})\,\mathcal T,\qquad
N_0=\frac{m(kT)^2}{2\pi^2\hbar^3}.
\]

For the thermionic stream, first set \(\mathcal T=1\) above the barrier. There \(\ln(1+e^{-n})\simeq e^{-n}\), and integrating from \(\Lambda\) upward gives \(N_0e^{-\Lambda}\).

For the Fermi-level stream, first drop the face factor \(16E(V-E)/V^2\) and keep the exponential. Expanding its exponent about the Fermi level,

\[
-2\kappa d\sqrt{1-\frac n\Lambda}\simeq-2\kappa d+cn,\qquad
c=\frac{\kappa d}{\Lambda}=\frac d{2d_*}.
\]

The remaining integral is done by parts. For \(0<c<1\) the boundary terms vanish, and

\[
\int_{-\infty}^{\infty}\ln(1+e^{-n})e^{cn}dn
=\frac1c\int_{-\infty}^{\infty}\frac{e^{cn}}{1+e^n}dn .
\]

Call the last integral \(I\). Raising the integration line by \(2\pi i\) multiplies the integrand by \(e^{2\pi ic}\) and encloses one pole, at \(n=i\pi\), with residue \(-e^{i\pi c}\). Hence \(I(1-e^{2\pi ic})=-2\pi i\,e^{i\pi c}\), which gives \(I=\pi/\sin\pi c\). The full integral is

\[
G(c)=\frac{\pi}{c\sin\pi c}.
\]

At \(d_*\), \(c=\frac12\) and \(G=2\pi\). When the exponents are equal, tunnelling still supplies about 6.3 times as many electrons as the thermionic stream.

The next term in the exponent is \(+n^2/(8\Lambda)\). Its mean effect follows from

\[
\langle n^2\rangle=\frac{G''}{G}=(\ln G)''+[(\ln G)']^2 .
\]

At \(c=\frac12\), \((\ln G)'=-1/c-\pi\cot\pi c=-2\) and \((\ln G)''=1/c^2+\pi^2/\sin^2\pi c=4+\pi^2\). The relative correction is therefore \((8+\pi^2)/(8\Lambda)\), or 5.8% here. Direct integration over the Fermi-level stream gives a ratio of 6.67.

To cancel a factor \(2\pi\), the oxide must be thicker by roughly

\[
\Delta d=\frac{\ln2\pi}{2\kappa}=\frac{1.838}{10.246\ \mathrm{nm^{-1}}}=0.18\ \mathrm{nm}.
\]

This puts the flux crossover at 3.95 nm. The full energy integral gives 3.96 nm when every electron below the top is counted as tunnelling, and 3.95 nm when those tunnelling just below the top, about 6% of the thermionic flux, are counted with the upper stream. A factor of six in flux costs only 5% in thickness, which is why the exponents alone locate the crossover well as long as reflection at the faces is left out.

## Reflection at sharp faces

The exact slab transmission also covers electrons above the top. There \(\kappa_E=iq\), with \(q=\sqrt{2m(E-V)}/\hbar\), and the formula becomes

\[
\mathcal T=\left[1+\frac{V^2\sin^2qd}{4E(E-V)}\right]^{-1}.
\]

Just above the barrier \(E-V\) is small, and away from the resonances \(\sin qd=0\) most electrons are reflected.

To put a size on this, take magnesium, with an occupied band roughly 7 eV deep. Then \(V=8\) eV, and the face factor at the Fermi level is \(16\times7\times1/8^2=1.75\). The thermally averaged transmission above the top is 0.10. Tunnelling is slightly helped while thermionic supply is cut tenfold, and the crossover moves to 4.23 nm. A logarithmic estimate of the further shift, \(\ln(1.75/0.0995)/10.246=0.28\) nm, accounts for it. This figure applies to the sharp box with a metal band on both sides and is not a general correction. A single sharp metal–oxide face transmits 0.18 on average. Grading both faces weakens the reflection without removing it: the mean transmission is about 0.22 for faces 0.2 nm wide and 0.39 for faces 0.4 nm wide.

## How large is the supply that takes over?

Being the larger stream does not make it a fast one. With \(\mathcal T=1\) above the barrier, the thermionic flux for 1 eV at 300 K is

\[
N_0e^{-\Lambda}=1.07\times10^9\ \mathrm{cm^{-2}\,s^{-1}},
\]

a one-way current density of \(1.7\times10^{-10}\ \mathrm{A/cm^2}\). Take roughly \(10^{15}\) oxygen sites per cm² in one oxide layer, each needing two electrons. Supplying one layer by this stream alone takes

\[
\frac{2\times10^{15}}{1.07\times10^9}\ \mathrm{s}=1.9\times10^6\ \mathrm{s},
\]

or about 22 days, even if every electron is used and none returns. With the two-face transmission of 0.10 the time is about ten times longer, and with a single sharp face five to six times longer. The crossover thickness marks a change of mechanism, not a thickness at which growth becomes easy.

## Lighter electrons and the image force

The effective mass in an oxide can be below the free mass. With a rough value of \(0.4m\) in the tunnelling exponent and everything else fixed, the crossover becomes \(3.775/\sqrt{0.4}=5.97\) nm. This correction is far larger than that from the prefactors. The lighter mass also limits the parallel momentum an electron can carry over the top. The thermionic flux falls to 0.4 of the value above, so the 22 days become about 54, and the flux crossover without face reflection moves from 3.96 to 6.26 nm.

The metal's image force pulls an electron back towards the metal and lowers the barrier. An outer face bordering gas does the opposite: it repels electrons inside the oxide and can raise the barrier near that face. Keeping the metal's image alone, and leaving out the outer oxide face, the barrier is

\[
\phi-\frac{\alpha}{x},\qquad
\alpha=\frac{e^2}{16\pi\varepsilon_0\varepsilon_r}.
\]

With \(x_0=\alpha/\phi\), the tunnelling exponent is \(2\kappa\int_{x_0}^{d}\sqrt{1-x_0/x}\,dx\). Substituting \(x=x_0\cosh^2t\) turns the integral into \(2x_0\int\sinh^2t\,dt\). With \(u=d/x_0\), the exponent is

\[
S=2\kappa x_0\left[\sqrt{u(u-1)}-\operatorname{arcosh}\sqrt u\right].
\]

The highest point of this barrier is at the outer face, so the thermal exponent is \((\phi-\alpha/d)/kT\). For a rough optical permittivity of 3, the lowering there is 0.03 eV at 3.78 nm. Equating the exponents gives 4.02 nm. In this metal-only estimate the image force helps both routes, but it helps tunnelling more. The lowering of the thermal barrier should not be carried over to an oxide whose outer face borders gas. Summing the images of both faces, with the classical divergence at the outer face cut off at 0.1 to 0.3 nm, puts the crossover near 4.3 nm.

## The field of a growing oxide

Field-driven oxidation breaks the zero-field assumption. Electrons transferred to surface oxygen leave the metal positive. The field then points outward and pushes further electrons back, so their potential energy rises from \(\phi\) at the metal to \(\phi+U\) at the surface. A rough potential of 1 V across 3.78 nm is a field of 2.6 MV/cm, which is far from zero.

For an electron at the Fermi level the tunnelling exponent is

\[
S_F=\frac{2\sqrt{2m}}{\hbar}\int_0^d\sqrt{\phi+\frac{Ux}{d}}\;dx .
\]

Changing variable to the potential itself, with \(dx=(d/U)\,dw\),

\[
S_F=A\left[(\phi+U)^{3/2}-\phi^{3/2}\right],\qquad
A=\frac{4\sqrt{2m}\,d}{3\hbar U}.
\]

As \(U\to0\) the bracket becomes \(\frac32\sqrt\phi\,U\), and \(S_F\) returns to \(2\kappa d\).

Going over the top now costs \((\phi+U)/kT\), twice its former value for \(U=1\) eV. Equating this with \(S_F\) gives 6.19 nm. The tilted barrier has a thin tip, however, and an excited electron can tunnel through it. At an energy \(\delta\) below the top, with \(\delta\le U\), the tip contributes \(A\delta^{3/2}\), and the total exponent is

\[
\frac{\phi+U-\delta}{kT}+A\delta^{3/2}.
\]

Setting its derivative to zero gives \(\sqrt\delta=2/(3AkT)\). Substituting back, the saving relative to going over the top is

\[
\frac{\delta}{kT}-A\delta^{3/2}
=\frac{4}{9A^2(kT)^3}-\frac{8}{27A^2(kT)^3}
=\frac{4}{27A^2(kT)^3}.
\]

The crossover with Fermi-level tunnelling then falls at 5.75 nm, where the field is 1.7 MV/cm and the best energy lies 0.43 eV below the top. This satisfies \(\delta\le U\). The activated stream is thus almost entirely thermally assisted tunnelling through the tip, not emission over the top. The common exponent is 71.8 instead of 38.7, and the exponential factor is only \(4\times10^{-15}\) times its value at the flat-barrier crossover. At this thickness, with the full 1 V standing across the oxide, both routes are negligible on any practical time scale.

## Beside a real oxide

For magnesium under a thin, imperfect oxide, 1 eV is taken here as an assumed effective barrier. The ideal band-edge barrier may be several eV. At 3 eV the flat-barrier crossover would be 6.5 nm, and the supply far smaller still. A growing oxide also breaks the assumption of a flat barrier: a 1 V potential moves the crossover from 3.8 to about 5.7 nm. The lighter mass alone moves it to about 6.0 nm. These shifts do not add. Thickness and mass enter the tilted exponents only through \(d\sqrt m\), so the two together give \(5.75/\sqrt{0.4}=9.1\) nm. Traps and hopping through defects open other electron routes, and growth also needs ions to move. The value of 3.8 nm is therefore a scale for the change of electron mechanism under a flat 1 eV barrier, not a prediction of where oxide growth stops.

## Computed values

```
barrier height: 1.00 eV
temperature: 300 K
thermal energy kT: 0.025852 eV
thermionic exponent phi/kT: 38.682
thermionic factor: 1.588e-17
decay constant kappa: 5.1232 1/nm
tunnelling exponent per thickness: 10.2463 1/nm
equal-exponent thickness: 3.7752 nm
same, from numerical wave and flux: 3.7752 nm
tunnelling factor at 2.0 nm: 1.259e-09
tunnelling factor at 3.0 nm: 4.469e-14
tunnelling factor at 4.0 nm: 1.586e-18
tunnelling factor at 5.0 nm: 5.628e-23
least favoured energy / barrier height: 0.7500
extra exponent at that energy: 9.670
suppression at that energy: 6.312e-05
limiting tunnel/thermionic flux ratio: 6.2832
ratio for phi/kT = 4000: 6.2867
ratio for this barrier: 6.6656
flux crossover, simple estimate: 3.9545 nm
flux crossover, integrated: 3.9614 nm
occupied band depth, rough input: 7.0 eV
sharp-face tunnelling prefactor: 1.750
mean transmission above sharp barrier: 0.0995
flux crossover with sharp faces: 4.234 nm
one-way thermionic flux: 1.072e+09 electrons/(cm2 s)
one-way thermionic current: 1.717e-10 A/cm2
oxygen sites per layer, rough input: 1.0e+15 1/cm2
electrons per oxygen site: 2
time to supply one layer: 1.866e+06 s
same time: 21.6 days
crossover for 0.5 eV barrier: 2.669 nm
crossover for 2 eV barrier: 5.339 nm
crossover at 600 K: 1.888 nm
tunnelling mass, rough input: 0.4 electron masses
crossover with that mass: 5.969 nm
optical permittivity, rough input: 3.0 (relative)
image lowering at outer face: 0.0318 eV
crossover with metal image force: 4.016 nm
oxidation potential, rough input: 1.0 V
field at equal-exponent thickness: 2.649 MV/cm
tilted crossover, over the top only: 6.194 nm
tilted crossover, tip tunnelling allowed: 5.749 nm
field at that tilted crossover: 1.739 MV/cm
best activated energy below tilted top: 0.431 eV
common exponent at tilted crossover: 71.803
tilted/flat exponential factor: 4.125e-15
```
